# Optimal estimation of a pure qubit from N identical copies

A source prepares $N$ spin-½ particles, all polarized along the same direction $\mathbf n$, and hands them over without saying what $\mathbf n$ is. We may measure them in any way quantum mechanics allows, and must then name a direction $\mathbf m$. The states belonging to different directions are in general not orthogonal, and no measurement can tell such states apart with certainty, so the guess cannot be perfect. How good can it be for a given $N$, and which measurement achieves it?

## The score

Write the unknown state as

$$|\mathbf n\rangle=\cos\tfrac\theta2\,|{\uparrow}\rangle+e^{i\phi}\sin\tfrac\theta2\,|{\downarrow}\rangle .$$

All directions are taken as equally likely, with the normalized measure $dn=\sin\theta\,d\theta\,d\phi/4\pi$. The spins are pure, identically prepared and uncorrelated, so their joint state is $|\mathbf n\rangle^{\otimes N}$. We set $\hbar=1$; every number below is dimensionless.

A measurement is a set of positive operators $E_r$ on the $N$ spins with $\sum_rE_r=1$. Outcome $r$ has probability $p(r|\mathbf n)=\langle\mathbf n^{\otimes N}|E_r|\mathbf n^{\otimes N}\rangle$. This description includes measurements that use auxiliary systems, since their outcome probabilities also have this form. For a continuous set of outcomes the sum becomes an integral.

After outcome $r$ we guess $|\mathbf m_r\rangle$. The guess is scored by its fidelity with the true state,

$$|\langle\mathbf m_r|\mathbf n\rangle|^2=\frac{1+\mathbf m_r\cdot\mathbf n}{2},$$

and the quantity to maximize is the mean

$$F=\int dn\sum_r p(r|\mathbf n)\,|\langle\mathbf m_r|\mathbf n\rangle|^2 .$$

With no copies at all, any fixed guess gives $F=1/2$, because $\mathbf n$ averages to zero.

## One copy

Measure along $z$ and guess the direction found. Let $p=\cos^2(\theta/2)=(1+\cos\theta)/2$ be the probability of "up". Since $|dp|=\tfrac12\sin\theta\,d\theta$,

$$dn=dp\,\frac{d\phi}{2\pi},\qquad 0\le p\le1 .$$

So $p$ is uniformly distributed. "Up" occurs with probability $p$ and then scores $p$; "down" occurs with probability $1-p$ and scores $1-p$. Hence

$$F=\int_0^1\left[p^2+(1-p)^2\right]dp=\frac13+\frac13=\frac23 .$$

Could another measurement do better? Collect everything that multiplies $E_r$ into one operator,

$$K(\mathbf m)=\int dn\,|\mathbf n\rangle\langle\mathbf n|\,|\langle\mathbf m|\mathbf n\rangle|^2,\qquad F=\sum_r\mathrm{Tr}[E_rK(\mathbf m_r)] .$$

For $\mathbf m=\mathbf z$ the off-diagonal elements contain $e^{\pm i\phi}$ and integrate to zero. The diagonal ones are $\int p^2dp=1/3$ and $\int p(1-p)dp=1/6$. Another $\mathbf m$ only rotates the operator, so its largest eigenvalue is always $1/3$. As $E_r\ge0$,

$$F\le\frac13\sum_r\mathrm{Tr}\,E_r=\frac13\,\mathrm{Tr}\,1=\frac23 .$$

The simple measurement is therefore optimal for one copy. The argument used two facts: the largest eigenvalue of $K$, and the dimension of the space. Both can be found for any $N$.

## Two copies, measured separately

Before generalizing, it is useful to see what two separate spin measurements achieve. Define $\mathbf V_r=\int dn\,\mathbf n\,p(r|\mathbf n)$. Because the probabilities sum to one,

$$F=\sum_r\int dn\,p(r|\mathbf n)\frac{1+\mathbf m_r\cdot\mathbf n}{2}=\frac12+\frac12\sum_r\mathbf m_r\cdot\mathbf V_r .$$

The best guess is parallel to $\mathbf V_r$, which gives $F=\frac12+\frac12\sum_r|\mathbf V_r|$. If $\mathbf V_r=0$, all guesses are equally good. The integrals needed are $\int dn\,n_in_j=\delta_{ij}/3$ and the vanishing of every odd moment under $\mathbf n\to-\mathbf n$.

**Both along $z$.** For the outcome $(+,+)$, $p=(1+n_z)^2/4$, and

$$V_z=\frac14\int dn\,(n_z+2n_z^2+n_z^3)=\frac14\cdot\frac23=\frac16 .$$

The outcome $(-,-)$ has the opposite vector. The mixed outcomes have $p=(1-n_z^2)/4$, which is even in $\mathbf n$, so their vectors vanish. Thus $F=\frac12+\frac12\cdot\frac26=\frac23$: for this score, a second measurement along the same axis gains nothing over one copy. This is a statement about two copies: three spins measured along $z$ give $F=7/10$.

**One along $x$, one along $z$.** With signs $s,t=\pm1$, $p=(1+sn_x)(1+tn_z)/4$. The product term $st\,n_xn_z$ contributes an odd moment to $\mathbf V$ and drops out, leaving

$$\mathbf V_{st}=\frac{1}{12}(s,0,t),\qquad |\mathbf V_{st}|=\frac{\sqrt2}{12}=0.117851 .$$

There are four outcomes, so

$$F=\frac12+\frac12\cdot4\cdot\frac{\sqrt2}{12}=\frac12+\frac{\sqrt2}{6}=0.735702 .$$

A second axis helps. It remains to find the ceiling when joint measurements are allowed.

## N copies form one large spin

Let $|k\rangle$ be the normalized, equally weighted sum of all $\binom Nk$ product states with $k$ spins up. Expanding the product state and collecting terms with equal $k$ gives

$$|\mathbf n\rangle^{\otimes N}=\sum_{k=0}^N\sqrt{\binom Nk}\,p^{k/2}(1-p)^{(N-k)/2}e^{i(N-k)\phi}\,|k\rangle .$$

The square root arises because the unnormalized sum of $\binom Nk$ orthonormal states has norm $\sqrt{\binom Nk}$.

The $N+1$ states $|k\rangle$ span the symmetric subspace, with projector $P$ and $\mathrm{Tr}\,P=N+1$. This is the multiplet of total spin $j=N/2$. Indeed, the all-up state has $J_z=N/2$ and is annihilated by $J_+$, so it has $j=N/2$. Lowering it with the symmetric operator $J_-$ produces $2j+1=N+1$ independent symmetric states, which fill the subspace. The state $|k\rangle$ has $J_z$ eigenvalue

$$M=\tfrac12k-\tfrac12(N-k)=k-j .$$

The state $|\mathbf n\rangle^{\otimes N}$ is the spin coherent state of this multiplet: it is the top state $M=j$ rotated to the direction $\mathbf n$.

Since the input never leaves this subspace, $E_r$ can be replaced by $PE_rP$ without changing any probability. The replaced operators satisfy

$$\sum_rPE_rP=P,\qquad \sum_r\mathrm{Tr}(PE_rP)=N+1 .$$

The space has $2^N$ dimensions, but only $N+1$ of them can carry information about $\mathbf n$ in this problem.

## The score operator and its spectrum

For $N$ copies define

$$K(\mathbf m)=\int dn\,\left(|\mathbf n\rangle\langle\mathbf n|\right)^{\otimes N}|\langle\mathbf m|\mathbf n\rangle|^2,\qquad F=\sum_r\mathrm{Tr}[E_rK(\mathbf m_r)] .$$

Let $U$ be the single-spin rotation that takes $\mathbf z$ to $\mathbf m$, and $R$ the corresponding rotation of vectors. Then

$$U^{\otimes N}K(\mathbf z)U^{\dagger\otimes N}=\int dn\,\left(|R\mathbf n\rangle\langle R\mathbf n|\right)^{\otimes N}|\langle\mathbf z|\mathbf n\rangle|^2=K(\mathbf m).$$

The last step substitutes $\mathbf n'=R\mathbf n$, under which $dn$ is invariant and $|\langle\mathbf z|\mathbf n\rangle|=|\langle\mathbf m|\mathbf n'\rangle|$. All $K(\mathbf m)$ therefore have the same eigenvalues, and it suffices to treat $\mathbf m=\mathbf z$, where the fidelity factor is $p$.

The element $\langle k|K(\mathbf z)|l\rangle$ contains the phase $e^{i(N-k)\phi}e^{-i(N-l)\phi}=e^{i(l-k)\phi}$. Its azimuthal average is zero unless $k=l$. The diagonal elements are

$$\kappa_k=\binom Nk\int_0^1p^{k+1}(1-p)^{N-k}\,dp .$$

To evaluate them, set $B(a,b)=\int_0^1p^a(1-p)^b\,dp$ for non-negative integers. Integration by parts for $b\ge1$, with vanishing boundary terms, gives

$$B(a,b)=\frac{b}{a+1}B(a+1,b-1).$$

Repeating this $b$ times leads to $B(a+b,0)=1/(a+b+1)$, so

$$B(a,b)=\frac{b!\,a!}{(a+b)!}\,\frac1{a+b+1}=\frac{a!\,b!}{(a+b+1)!}.$$

With $a=k+1$ and $b=N-k$,

$$\kappa_k=\frac{N!}{k!(N-k)!}\,\frac{(k+1)!(N-k)!}{(N+2)!}=\frac{k+1}{(N+1)(N+2)} .$$

The eigenvalues are equally spaced. Put $k=j+M$ and $N=2j$:

$$\kappa=\frac{j+1+M}{(2j+1)(2j+2)}=\frac{1}{2(2j+1)}\left(1+\frac{M}{j+1}\right).$$

Rotating $J_z$ to $\mathbf m\cdot\mathbf J$ then gives, on the multiplet,

$$K(\mathbf m)=\frac{1}{2(2j+1)}\left(P+\frac{\mathbf m\cdot\mathbf J}{j+1}\right).$$

The score thus depends on the guess only through the spin component along it.

Two limits check this result. For $N=1$ the eigenvalues are $1/6$ and $1/3$, as before. For any $N$ the trace must be $\int dn\,|\langle\mathbf m|\mathbf n\rangle|^2=1/2$, and indeed

$$\sum_{k=0}^N\kappa_k=\frac{1}{(N+1)(N+2)}\cdot\frac{(N+1)(N+2)}2=\frac12 .$$

## The upper bound and who reaches it

The largest eigenvalue, at $k=N$, is $1/(N+2)$. Hence $K(\mathbf m)\le P/(N+2)$, meaning that the difference is a positive operator. The trace of a product of two positive operators is non-negative, so

$$F\le\frac{1}{N+2}\sum_r\mathrm{Tr}(E_rP)=\frac{N+1}{N+2} .$$

The shortfall can be written explicitly. Let $|k;\mathbf m\rangle$ be the state with $k$ spins up along $\mathbf m$. Subtracting $\kappa_k$ from $\kappa_N$ gives

$$\frac{N+1}{N+2}-F=\sum_r\sum_{k=0}^{N}\frac{N-k}{(N+1)(N+2)}\,\langle k;\mathbf m_r|E_r|k;\mathbf m_r\rangle .$$

Every term is non-negative. Equality requires every diagonal element with $k<N$ to vanish. A positive operator with a zero diagonal element has zeros in that whole row and column, so a finite-outcome measurement is optimal if and only if

$$PE_rP=c_r\left(|\mathbf m_r\rangle\langle\mathbf m_r|\right)^{\otimes N},\qquad c_r\ge0,$$

for every $r$. Within the multiplet, each outcome must project on the coherent state that points along its own guess.

Mixed or random guesses do not raise the bound. A guess $\sigma=\sum_iq_i|\mathbf m_i\rangle\langle\mathbf m_i|$ scores $\langle\mathbf n|\sigma|\mathbf n\rangle=\sum_iq_i|\langle\mathbf m_i|\mathbf n\rangle|^2$. This equals the score obtained by splitting outcome $r$ into outcomes $q_iE_r$ with pure guesses $\mathbf m_i$, to which the bound already applies.

**Back to two separate measurements.** The shortfall formula shows where they lose. When both spins are measured along $z$, the outcomes $(+,+)$ and $(-,-)$ are coherent states and lose nothing. Each mixed outcome has weight $1/2$ on $|k=1\rangle$; with the guess $\mathbf z$ the loss is $2\cdot\frac12\cdot\frac1{12}=\frac1{12}=0.083333$, which is $\frac34-\frac23$.

For the $x$ and $z$ measurement, the guess bisects the two directions found, each $45^\circ$ away. Along the guess, the outcome state is

$$(C|{\uparrow}\rangle+S|{\downarrow}\rangle)(C|{\uparrow}\rangle-S|{\downarrow}\rangle),\quad C=\cos\tfrac\pi8,\; S=\sin\tfrac\pi8 .$$

Its $k=1$ component is proportional to $-CS+SC=0$, and its $k=0$ weight is $S^4$. With $S^2=\frac12(1-\frac1{\sqrt2})$, the four outcomes lose

$$4\cdot\frac{2}{12}S^4=\frac23\cdot\frac{3-2\sqrt2}{8}=\frac14-\frac{\sqrt2}{6}=0.014298 .$$

More generally, no scheme that measures each of two spins projectively along an axis reaches $3/4$, even if the second axis depends on the first result. An outcome $|\mathbf a\rangle|\mathbf b\rangle$ projects to $\frac12(|\mathbf a\rangle|\mathbf b\rangle+|\mathbf b\rangle|\mathbf a\rangle)$. For $\mathbf a\ne\mathbf b$ this is entangled, so it is not of the form $|\mathbf m\rangle|\mathbf m\rangle$. The second measurement has two opposite results, and they cannot both equal $\mathbf a$.

## The coherent-state measurement

The bound can be attained only if coherent projectors can be assembled into a complete measurement. Integrate them over all directions. The azimuth again removes off-diagonal elements, and the diagonal ones are

$$\binom Nk B(k,N-k)=\frac{N!}{k!(N-k)!}\,\frac{k!(N-k)!}{(N+1)!}=\frac1{N+1} .$$

Therefore

$$dE(\mathbf m)=(N+1)\,dm\,\left(|\mathbf m\rangle\langle\mathbf m|\right)^{\otimes N},\qquad \int dE(\mathbf m)=P .$$

Adding the outcome $1-P$ completes the measurement on the full space. It has zero probability for the promised inputs.

For a fixed input $\mathbf n$, take $\mathbf n$ as the polar axis for $\mathbf m$, and let $p=|\langle\mathbf m|\mathbf n\rangle|^2$. The probability density of $p$ is $(N+1)p^N$, and the fidelity is

$$F(\mathbf n)=(N+1)\int_0^1p^N\,p\,dp=\frac{N+1}{N+2} .$$

This proves that the bound is attained. The value is also the same for every $\mathbf n$. Since the worst-case fidelity of any strategy cannot exceed its average, $(N+1)/(N+2)$ is also the best guaranteed fidelity, with no assumption about how $\mathbf n$ is chosen.

**Limits.** At $N=0$ the formula gives $1/2$, the value of a blind guess. At $N=1$ it gives $2/3$: on average, the continuous measurement is no better than one spin measurement along a fixed axis. Its guarantee is better, though: it gives $2/3$ for every $\mathbf n$, whereas the fixed-axis fidelity $p^2+(1-p)^2$ falls to $1/2$ when $\mathbf n$ is perpendicular to the axis. For large $N$ the mean infidelity is $1/(N+2)\simeq1/N$. To read this as an angle, let $\Theta$ be the angle between guess and truth, so $1-p=\sin^2(\Theta/2)\simeq\Theta^2/4$ for small $\Theta$. The density $(N+1)p^N$ is concentrated at $1-p\sim1/N$, so to leading order the root-mean-square angle is $2/\sqrt N$ radians.

## Finitely many outcomes

A continuum of outcomes is not needed. Choose directions $\mathbf m_r$ with weights $w_r\ge0$, $\sum_rw_r=1$, and set

$$E_r=(N+1)\,w_r\left(|\mathbf m_r\rangle\langle\mathbf m_r|\right)^{\otimes N}.$$

Because $|\mathbf m\rangle\langle\mathbf m|=(1+\mathbf m\cdot\boldsymbol\sigma)/2$, the $N$-fold product is a polynomial of degree $N$ in the components of $\mathbf m$. If the weighted sum reproduces the spherical average of every polynomial up to degree $N$, then $\sum_rE_r=P$. Each outcome has the optimal form, so the mean fidelity is $(N+1)/(N+2)$.

For a particular input,

$$F(\mathbf n)=(N+1)\sum_rw_r\left(\frac{1+\mathbf n\cdot\mathbf m_r}{2}\right)^{N+1}.$$

This has degree $N+1$ in $\mathbf m_r$. Exactness to one degree more therefore guarantees a fidelity independent of $\mathbf n$.

A suitable set exists for every $N$. Take $N+1$ equally spaced azimuths and $q$ Gauss–Legendre nodes in $u=\cos\theta$, with $2q-1\ge N$. A polynomial of degree $N$ contains azimuthal factors $e^{i\nu\phi}$ with $|\nu|\le N$, and the equally spaced sum removes all but $\nu=0$. The remaining part contains even powers of $\sin\theta$, so it is a polynomial in $u$ of degree at most $N$, which the Gauss rule integrates exactly. The smallest such $q$ gives 6 outcomes for $N=2$ and 28 for $N=6$, where the mean fidelity is $0.875$. These counts belong to this construction and are not claimed to be minimal.

**Tetrahedron, $N=2$.** Four outcomes suffice. Take $\mathbf m_r=(1,1,1)/\sqrt3$, $(1,-1,-1)/\sqrt3$, $(-1,1,-1)/\sqrt3$, $(-1,-1,1)/\sqrt3$, with equal weights. Their mean is zero and the mean of $m_im_j$ is $\delta_{ij}/3$, so averages up to degree 2 are correct. With $c_r=\mathbf n\cdot\mathbf m_r$,

$$F(\mathbf n)=\frac34\sum_r\frac{(1+c_r)^3}{8}=\frac{3}{32}\left(4+0+4+\sum_rc_r^3\right),$$

where $\sum_rc_r=0$ and $3\sum_rc_r^2=4$ were used. In the cubic sum the signs cancel every term except $n_xn_yn_z$:

$$\sum_rc_r^3=\frac{4\cdot6\,n_xn_yn_z}{3\sqrt3}=\frac{8}{\sqrt3}n_xn_yn_z,\qquad F(\mathbf n)=\frac34+\frac{\sqrt3}{4}n_xn_yn_z .$$

On the unit sphere $|n_xn_yn_z|\le1/(3\sqrt3)$, so $F(\mathbf n)$ runs from $\frac34-\frac1{12}=0.666667$ to $\frac34+\frac1{12}=0.833333$. The maximum occurs when the spins point along one of the four guesses, the minimum when they point opposite to one. The average is optimal, but the guarantee is not.

**Octahedron, $N=2$.** Use the six directions $\pm\mathbf x,\pm\mathbf y,\pm\mathbf z$ with equal weights. Odd powers of $c_r$ cancel in pairs, and $\sum_rc_r^2=2$. Then

$$F(\mathbf n)=\frac36\cdot\frac18\,(6+3\cdot2)=\frac34$$

for every input. Two further outcomes have removed the dependence on direction.

## Search without coherent states, and the limits of the claim

As an independent test, the score was maximized numerically from random ten-outcome measurements, with no coherent states put in. Among four starts, the highest initial score was $0.609521$ and the highest final score $0.750000$ for $N=2$; for $N=3$ they were $0.598413$ and $0.800000$. No step exceeded the bound. The search supports the result; the proof is the operator inequality. The spectrum $\kappa_k$ was also confirmed by diagonalizing $K$ numerically for $N=1$ to $6$.

The bound on the average rests on the uniform distribution of $\mathbf n$. If the source were known to use just two opposite directions, one measurement along their axis would identify the state with certainty. The bound also assumes pure, identical copies and the fidelity as score. For $N\ge2$, spins that are independently prepared in a mixed state have weight outside the $j=N/2$ multiplet, so the reduction to $N+1$ dimensions no longer holds and the problem must be solved anew.

## Numbers as computed

```
N, outcomes, top and second eigenvalue of K, mean fidelity F, 1-F:
  1    2  0.333333  0.166667  0.666667  0.333333
  2    6  0.250000  0.166667  0.750000  0.250000
  3    8  0.200000  0.150000  0.800000  0.200000
  4   15  0.166667  0.133333  0.833333  0.166667
  5   18  0.142857  0.119048  0.857143  0.142857
  6   28  0.125000  0.107143  0.875000  0.125000
Search from random measurements (10 outcomes, 4 starts):
  N=2: best random start F = 0.609521, best found F = 0.750000
  N=3: best random start F = 0.598413, best found F = 0.800000
Two copies, finite coherent measurements:
  tetrahedron: outcomes 4, mean F = 0.750000, min F = 0.666667, max F = 0.833333
  octahedron: outcomes 6, mean F = 0.750000, min F = 0.750000, max F = 0.750000
Two copies measured separately, best guess for each outcome:
  z and z: |V_r| = [1.666667e-01 1.018178e-17 1.018178e-17 1.666667e-01]
     mean F = 0.666667, shortfall from optimum = 0.083333
  x and z: |V_r| = [0.117851 0.117851 0.117851 0.117851]
     mean F = 0.735702, shortfall from optimum = 0.014298
```
